Inferring the inversion coefficient of a saturated MOS transistor from its transconductance efficiency

**Problem**

An n-channel MOS transistor with a long channel is held at T = 300 K and biased in saturation, with its source tied to the bulk. Its slope factor is n = 1.3, and its measured transconductance efficiency is g_m/I_D = 15 V⁻¹, where g_m = ∂I_D/∂V_G at fixed drain voltage.

The inversion coefficient is defined as

IC = I_D/I_spec, I_spec = 2nμC_ox U_T² W/L,

where U_T = kT/e is the thermal voltage, μ the electron mobility, C_ox the oxide capacitance per area, and W and L the channel width and length.

(a) Derive the drain current in terms of the inversion charge at the two ends of the channel.

(b) Find g_m/I_D in saturation, and invert it to obtain IC.

(c) Evaluate IC for the given transistor. State its regime of inversion and the share of the current carried by drift.

(d) How strongly does the answer depend on the measured efficiency, the slope factor and the temperature?

(e) For a long silicon transistor with realistic parameters, find the current and judge the approximations.

**Solution**

**(a) Charge and current**

Let x run from source to drain, let ψ(x) be the surface potential relative to the neutral bulk, and let Q(x) > 0 be the magnitude of the electron charge per area. We assume a gradual channel, so that the vertical field fixes the charge at each x, and a constant mobility.

Electrons drift towards higher potential and diffuse towards lower density. With the Einstein relation D = μU_T, valid for Boltzmann statistics, the two contributions to the current are

I_D = μW (Q dψ/dx − U_T dQ/dx).

The signs make I_D positive when electrons move from source to drain: ψ rises and Q falls along that path. We define a channel voltage V by

dV = dψ − U_T dQ/Q,

so that I_D = μWQ dV/dx. This V measures the shift of the electron quasi-Fermi level to the extent that Q is proportional to exp[(ψ − V)/U_T], an approximation taken up below. It is 0 at the source and V_DS at the drain.

A second relation comes from charge balance. Let v_G be the gate voltage measured from flat band. The charge on the gate balances the electrons and the ionized acceptors:

C_ox(v_G − ψ) = Q + C_ox γ√ψ.

The last term is the depletion charge, and γ is the body factor. Hence

Q = C_ox(v_G − ψ − γ√ψ),
dQ/dψ = −C_ox[1 + γ/(2√ψ)] at fixed v_G.

The square bracket is the slope factor n. It varies slowly with ψ, and the charge-based model takes it as constant. If ψ_P is the surface potential at which Q vanishes, then

Q = nC_ox(ψ_P − ψ).

Setting Q = 0 in the charge balance gives v_G = ψ_P + γ√ψ_P. Differentiation gives dv_G/dψ_P = n, and therefore dψ_P/dV_G = 1/n.

We now measure the charge in a natural unit:

q = Q/(2nC_ox U_T).

At fixed gate voltage, dψ = −dQ/(nC_ox) = −2U_T dq, while dQ/Q = dq/q. The definition of V becomes

dV = −U_T(2 + 1/q) dq,

and integration gives

2q + ln q = (V_P − V)/U_T.

The integration constant V_P depends on the gate voltage. For Boltzmann electrons, Q is proportional to exp[(ψ − V)/U_T] times a slowly varying prefactor. If that prefactor is taken as constant, V_P differs from ψ_P by a constant, so that

dV_P/dV_G = 1/n.

This is an approximation in its own right, separate from the constant slope factor. Part (e) measures the combined error of the two.

The current is the same at every x. Integrating I_D dx = μWQ dV over the channel gives

I_D = μ(W/L) ∫ Q dV, with V from 0 to V_DS.

Here

Q dV = (2nC_ox U_T q)[−U_T(2 + 1/q) dq] = −2nC_ox U_T²(2q + 1) dq.

With q_s at the source and q_d at the drain, reversing the limits removes the minus sign:

I_D = I_spec[(q_s² + q_s) − (q_d² + q_d)].

The squared terms come from Q dψ, which is drift. The linear terms come from −U_T dQ, which is diffusion.

**(b) Transconductance efficiency and its inversion**

Raise the gate voltage while V = 0 is held at the source. Differentiating the charge-voltage relation gives

(2 + 1/q_s) dq_s = dV_G/(nU_T),
dq_s/dV_G = q_s/[(2q_s + 1)nU_T].

The same form holds at the drain, where V = V_DS is fixed. Since d(q² + q) = (2q + 1) dq, the factors 2q + 1 cancel:

g_m = I_spec(q_s − q_d)/(nU_T).

The current factorizes in a similar way:

I_D = I_spec(q_s − q_d)(q_s + q_d + 1).

For any nonzero drain voltage, division gives

g_m/I_D = 1/[nU_T(1 + q_s + q_d)].

In saturation q_d is negligible. Writing q for q_s, we have

IC = q² + q,
G ≡ nU_T g_m/I_D = 1/(1 + q).

The dimensionless G is the efficiency relative to its weak-inversion ceiling 1/(nU_T). Solving for the charge gives q = 1/G − 1 = (1 − G)/G, and 1 + q = 1/G. Therefore

IC = q(1 + q) = (1 − G)/G².

This requires 0 < G < 1. A measured G of 1 or more has no solution with positive charge and signals an inconsistent n, temperature or measurement, or a failure of the model.

The relation can also be read in the other direction. The positive root of q² + q − IC = 0 is q = [−1 + √(1 + 4IC)]/2, so

g_m/I_D = (1/nU_T) · 2/[1 + √(1 + 4IC)].

Two limits show its meaning. In weak inversion, q ≪ 1, so IC ≈ q ≈ 1 − G: diffusion dominates and the efficiency approaches its ceiling. In strong inversion, q ≫ 1, so IC ≈ q² ≈ 1/G²: drift dominates and the efficiency falls as 1/√IC.

The integral and the derivative were also carried out numerically, starting from the charge-voltage relation, for V_P/U_T = −4, −1, 2, 8 and 20. Inserting the resulting efficiency into (1 − G)/G² reproduced the integrated current with a largest relative error of about 9 × 10⁻⁶. This confirms the algebra from weak to strong inversion, but not the physical assumptions behind the charge-voltage relation.

**(c) The given transistor**

At 300 K the thermal voltage is U_T = 25.852 mV. The normalized efficiency is

G = 1.3 × 0.025852 V × 15 V⁻¹ = 0.5041.

The source charge is

q = 1/0.50411 − 1 = 0.9837,

and the inversion coefficient is

IC = 0.9837 × 1.9837 = 1.951.

Thus **IC ≈ 1.95**. The mobility, the oxide capacitance and the dimensions were not needed, because they multiply g_m and I_D equally.

The drift share of the current is

q²/(q² + q) = q/(1 + q) = 1 − G = 49.6 %.

Drift and diffusion contribute almost equally, so the transistor is in moderate inversion. Neither limiting formula is adequate. The strong-inversion expression would give 1/G² = 3.93, about twice the full result. The reason is visible in the algebra: IC = 1/G² − 1/G, and the omitted term 1/G = 1.98 is as large as the answer itself.

**(d) Sensitivity**

Taking the logarithm of the result gives

ln IC = ln(1 − G) − 2 ln G.

Differentiating with respect to ln G, and using dG = G d ln G, gives

d ln IC/d ln G = −G/(1 − G) − 2 = −(2 − G)/(1 − G).

With G = 1/(1 + q), this is −(2q + 1)/q, which equals −3.02 here. A small relative error in the efficiency therefore produces a relative error about three times as large, and of opposite sign, in IC. The same factor applies to n and to T, because G is proportional to each of them.

For larger changes the full formula should be used. With the efficiency and temperature held fixed, n = 1.25 gives IC = 2.19, and n = 1.35 gives IC = 1.74. With the efficiency and n held fixed, a temperature of 310 K gives IC = 1.77. The third digit of 1.95 therefore has meaning for the stated inputs, but a measurement would need n, T and g_m/I_D to a few hundredths of a per cent to support it.

The amplification tends to 2 in strong inversion and grows without limit as G approaches 1. In deep weak inversion the efficiency is nearly flat, and it is a poor measure of the current level.

**(e) A long silicon transistor**

We take a bulk-silicon n-channel device in the regime of 0.35 µm CMOS, but drawn with W = L = 10 µm. Rough typical values are an acceptor density of 2 × 10¹⁷ cm⁻³ and a mobility of 400 cm²/Vs. The drain voltage is 1 V. The oxide thickness is chosen so that n = 1.3 at the potential ψ_P for the stated efficiency. This gives 7.93 nm, a plausible value for that technology, with C_ox = 0.435 µF/cm² and γ = 0.592 V^½.

Since W/L = 1, the specific current is

I_spec = 2 × 1.3 × 400 cm²/Vs × 0.435 × 10⁻⁶ F/cm² × (0.025852 V)² ≈ 0.30 µA.

Carrying unrounded values through and rounding at the end, the drain current and transconductance are

I_D = 1.9513 × 0.3026 µA ≈ 0.59 µA,
g_m = 15 V⁻¹ × 0.5905 µA ≈ 8.9 µS.

In the simple model, the electron density per area at the source is 2nC_ox U_T q/e = 1.8 × 10¹¹ cm⁻².

*Saturation.* The drain charge obeys 2q_d + ln q_d = 2q + ln q − V_DS/U_T. Once q_d is small, it falls nearly as exp(−V_DS/U_T). At V_DS = 0.2 V, with the gate voltage held fixed, it lowers g_m/I_D by only 0.15 %. At 1 V its effect is smaller still.

*Linearized charge.* In the simple model, the surface potential rises by 2U_T q ≈ 51 mV along the saturated channel. From n = 1 + γ/(2√ψ_P), we find ψ_P = (0.592/0.6)² ≈ 0.97 V. The change is small compared with ψ_P, which supports the linearization, but its error can be measured by keeping the square root.

Let z be the depth and F the surface field. Below the surface, Poisson's equation with Boltzmann electrons reads

d²ψ/dz² = (eN_A/ε_s){1 + exp[(ψ − φ₂ − V)/U_T]}.

Here N_A is the acceptor density, ε_s the silicon permittivity, and φ₂ twice the bulk Fermi potential. Holes are neglected. Multiplying by 2 dψ/dz and integrating from the bulk, where ψ and the field vanish, gives

F² = (2eN_A/ε_s){ψ + U_T exp[(ψ − φ₂ − V)/U_T]}.

A negligible electron term from the lower limit has been dropped. Including holes would subtract about U_T from ψ, a correction of a few per cent to that term; it is left out of this comparison. Gauss's law gives ε_s F = C_ox(v_G − ψ), and γ = √(2eε_s N_A)/C_ox. Thus

(v_G − ψ)² = γ²{ψ + U_T exp[(ψ − φ₂ − V)/U_T]}.

To expose the second approximation, set u = Q/C_ox = v_G − ψ − γ√ψ. Then v_G − ψ = u + γ√ψ, and squaring gives

u(u + 2γ√ψ) = γ²U_T exp[(ψ − φ₂ − V)/U_T].

The simple model treats the factor u + 2γ√ψ as constant when it fixes the offset between V_P and ψ_P. Solving the unsimplified relation and integrating Q dV, at the same n and the same G, gives IC = 1.84. This is 5.9 % below the simple result. Here the electrons are still treated as a thin sheet above a depletion charge γ√ψ. Integrating the electron density over depth instead gives IC = 1.86, or 4.7 % below the simple result. Using the drift-plus-diffusion form of part (a) with the unsimplified sheet charge, in place of Q dV, gives 1.81, or 7.2 % below. All these figures hold with n = 1.3 imposed at ψ_P, and they depend on that choice. With n = 1.3 imposed at φ₂, the shifts are −3.4 % (sheet) and −2.3 % (depth). If n is instead read from the weak-inversion peak of g_m/I_D as 1/(nU_T), the device above has n ≈ 1.36, and a device with n = 1.3 by that definition gives +2.5 % and +3.7 %.

As a test of the approximation, U_T was reduced while φ₂, n and G were held fixed; the gate bias and γ were readjusted to meet those conditions. The shift became −1.63 % at U_T/4 and −0.42 % at U_T/16, falling by factors of 3.6 and 3.9 in the two steps. The drift share moved from 48.0 % to 49.2 % and 49.5 %, towards the predicted 49.6 %. The simple law is therefore the small-U_T limit of this fuller model, with a leading error proportional to U_T. The comparison does not separate the contributions of the varying slope factor and the varying prefactor.

*Mobility.* If μ depends on gate voltage, the measured efficiency contains an extra term:

g_m/I_D = (g_m/I_D at constant μ) + d ln μ/dV_G.

A rough universal mobility trend, evaluated with the vertical field at the source, gives d ln μ/dV_G = −0.19 V⁻¹. The constant-mobility efficiency is then about 15.19 V⁻¹, and the inferred IC falls to 1.88. Letting the mobility follow the local field along the channel gives a weaker slope, −0.16 V⁻¹, and IC = 1.89. Scattering by charged impurities is not included in this trend, and at this doping and low electron density it can reverse the sign: more electrons screen the impurities better, so the mobility can rise with gate voltage. As an illustration, let the trend start from 670 cm²/Vs at low field, and let impurities account for the reduction to 400 cm²/Vs at the source. If the impurity-limited mobility grows only as Q^¼, the slope at the source is about +0.6 V⁻¹, and applying it to the whole channel gives an inferred IC of about 2.2; letting the mobility follow the local charge along the channel gives about 2.3. A stronger dependence raises IC further. The mobility correction is therefore uncertain even in sign unless μ is measured near this bias. A separate estimate for velocity saturation, using a rough limiting speed of 10⁷ cm/s, gives 1.94. Its smallness relies on the 10 µm length: the correction grows as 1/L while it remains small.

*Electron statistics and layer thickness.* The classical electron density at the source surface is 1.7 × 10¹⁸ cm⁻³. The leading Fermi-statistics correction raises D/μ there by 2.1 %. Applying that increase to U_T everywhere would give IC = 1.83, but this greatly overstates the effect, since the density falls with depth and towards the drain. Carrying the leading correction through the integrals over depth and channel lowers IC by only about 0.6 %. A triangular-well estimate places the electrons of the lowest quantum level 1.87 nm below the surface on average, equivalent to 7.9 % of the oxide thickness. At 300 K this level holds only about half of the electrons. The thermal average over all levels and valleys is about 2.6 nm, or 11 % of the oxide thickness, against roughly 1.1 nm for the classical layer. This changes the effective gate capacitance; its effect on the inferred IC has not been calculated.

*Fields and leakage.* The oxide field is 0.80 MV/cm, far below the rough 10 MV/cm at which good oxide breaks down. The estimated tunnelling probability through the oxide is about 10⁻³⁸. A planar estimate of the peak field at the drain junction is 0.35 MV/cm, well below the avalanche field at this doping. Depletion at the drain shortens the channel by about 0.34 %. None of these disturbs the inference appreciably at the chosen bias.

For this device, with n defined at ψ_P, the constant-n and constant-offset assumptions together move IC by about −5 to −6 %; with other definitions of n the shift lies between about −5 % and +4 %, so its sign depends on how n was obtained. The constant-mobility assumption is the least certain: the universal trend alone gives about −3 to −4 %, while impurity scattering can give a larger shift of the opposite sign. These estimates were made separately and should not simply be added. The transistor can be described as being in moderate inversion; the value 1.95 belongs to the stated charge-based model with constant mobility. In a short transistor, velocity saturation and the drain's influence on the barrier at the source can invalidate the inference, and a model containing those effects is needed.

Most of the computed values are collected in the numerical output below.

Numbers as computed

```
temperature: 300 K; thermal voltage: 25.852 mV
slope factor n: 1.30; gm/ID: 15.0 1/V
weak-inversion ceiling of gm/ID: 29.76 1/V
normalized efficiency G: 0.50411
source charge q: 0.98368
inversion coefficient IC: 1.9513
strong-inversion shortcut 1/G^2: 3.935
drift share of current: 49.6 %
sensitivity dlnIC/dln(gm/ID): -3.017
IC for n=1.25: 2.193
IC for n=1.35: 1.739
largest relative error, integrated-charge test: 8.8e-06
rough bulk-silicon device values:
doping: 2.0e+17 cm^-3; intrinsic density: 1.0e+10 cm^-3
mobility: 400 cm2/Vs; W=L: 10 um
drain voltage: 1.0 V
body factor: 0.592 V^0.5; oxide: 7.93 nm
oxide capacitance: 0.435 uF/cm2
source electron sheet density: 1.80e+11 cm^-2
specific current: 0.3026 uA
drain current: 0.5905 uA; gm: 8.858 uS
surface-potential model at the same n and G:
UT/1: IC 1.8368, shift -5.87 %, drift 48.0 %
UT/4: IC 1.9195, shift -1.63 %, drift 49.2 %
UT/16: IC 1.9431, shift -0.42 %, drift 49.5 %
neglected effects, each alone:
gm/ID change at VDS=0.2 V: -0.154 %
mobility slope dln(mu)/dVG: -0.187 1/V
IC allowing for mobility slope: 1.880
IC allowing for velocity saturation: 1.943
surface electron density: 1.68e+18 cm^-3
degeneracy rise of D/mobility: 2.12 %
IC if UT rises by that whole amount: 1.831
quantum layer depth: 1.87 nm
its oxide-equivalent share of oxide: 7.9 %
drain-side shortening of L: 0.34 %
oxide field: 0.797 MV/cm
log10 of oxide tunnelling probability: -38.1
drain junction peak field: 0.352 MV/cm
IC if temperature is 310 K: 1.766
```
